# Common random numbers for ion ranges, and how mismatched streams spoil them

Q: I simulate boron implants with two electronic stopping models. The two mean depths differ by less than their statistical errors. A colleague says that I should use the same random numbers in both runs. How can reusing numbers add information?

A: It adds none about either mean depth. It removes noise from their difference. Let $Z_A$ and $Z_B$ be the stopping depths of one ion under the two models, and let $D=Z_A-Z_B$. Run $n$ pairs, each with its own stream, so that different pairs are independent. The estimator is $\bar D=n^{-1}\sum_i D_i$, and

$$
\operatorname{Var}\bar D=\frac{\operatorname{Var}D}{n},\qquad
\operatorname{Var}D=\sigma_A^2+\sigma_B^2-2\operatorname{Cov}(Z_A,Z_B).
$$

The second equation follows from squaring $(Z_A-\mu_A)-(Z_B-\mu_B)$ and averaging. The mean of $D$ is $\mu_A-\mu_B$ however the two histories are coupled, provided that each history keeps its own correct law. Coupling changes only the covariance term.

With independent streams the covariance is zero. The gain from sharing is therefore

$$
G=\frac{\sigma_A^2+\sigma_B^2}{\operatorname{Var}D}.
$$

For equal spreads and correlation $\rho$, the denominator is $2\sigma^2(1-\rho)$ and $G=1/(1-\rho)$. A negative covariance would make $G<1$, so sharing numbers does not help by itself. The same number must push both depths the same way.

Q: What do the numbers decide in an implant simulation?

A: Take an amorphous target of atomic density $N$. The ion flies a fixed distance $L=N^{-1/3}$ between collisions. Each collision uses two uniform numbers, $u$ for the impact area and $w$ for the azimuth $\varphi=2\pi w$. With impact parameter $p$, put $p^2=u\,p_{\max}^2$, where $\pi p_{\max}^2LN=1$: each flight sweeps the volume of one atom.

For the scattering I use the power cross section with exponent one half. Let $x=\sin(\theta/2)$, with $\theta$ the centre-of-mass angle, and $t=\varepsilon^2x^2$. Then

$$
d\sigma=\frac{\pi a^2\lambda}{2}\,t^{-3/2}dt,\qquad
\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)} .
$$

Here $E$ is the ion energy, $Z_i$ and $M_i$ are atomic numbers and masses (1 for the ion), $e^2$ includes $1/4\pi\epsilon_0$, $\lambda=0.327$, and $a=0.8853\,a_0/(Z_1^{2/3}+Z_2^{2/3})^{1/2}$ with Bohr radius $a_0$. Harder collisions belong to smaller $p$, so $\pi p^2$ is the cross section for all angles above $\theta$:

$$
\pi p^2=\pi a^2\lambda\left[t^{-1/2}-\varepsilon^{-1}\right]
=\frac{\pi a^2\lambda}{\varepsilon}\left(\frac1x-1\right)
\;\Rightarrow\;
x=\frac{1}{1+\varepsilon p^2/(\lambda a^2)} .
$$

The ion's velocity after the collision has components proportional to $M_1+M_2\cos\theta$ along its old direction and $M_2\sin\theta$ across it, both divided by $M_1+M_2$. Their ratio gives the laboratory angle $\psi$. The sum of their squares is

$$
1-\frac{2M_1M_2(1-\cos\theta)}{(M_1+M_2)^2}=1-\gamma x^2,
\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
$$

so the atom receives $T=\gamma Ex^2$.

Q: And where does the stopping model enter?

A: During the flight. Both models use $dE/ds=-\kappa\sqrt E$. Model A takes $\kappa$ from the Lindhard–Scharff law,

$$
\kappa\sqrt E=\frac{8\pi e^2a_0N\,Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac{v}{v_0},
$$

with ion speed $v$ and Bohr velocity $v_0$. Model B multiplies $\kappa$ by $1+\delta$. Since $d\sqrt E/ds=(dE/ds)/(2\sqrt E)=-\kappa/2$, the root of the energy falls linearly. An ion that reaches the cutoff $E_c$ in mid-flight travels only $2(\sqrt E-\sqrt{E_c})/\kappa$. This partial flight matters for the pairing: an ion that leaves a collision barely above $E_c$ moves barely further than one that stops there.

The azimuth also needs a reference direction. I carry three perpendicular unit vectors with the ion, the first along its motion. If $d,e,f$ are their components along the depth axis, a collision gives

$$
\begin{aligned}
q&=e\cos\varphi+f\sin\varphi, & d'&=d\cos\psi+q\sin\psi,\\
e'&=q\cos\psi-d\sin\psi, & f'&=f\cos\varphi-e\sin\varphi .
\end{aligned}
$$

A frame rebuilt each time from the depth axis would be undefined when the ion moves along that axis, and two nearly equal directions could then receive very different azimuths. That can spoil the pairing of lateral positions. Depth alone does not require the carried frame: with azimuths measured from the depth axis, $d'$ depends only on $d$, $\psi$ and $\varphi$, and nearly equal values of $d$ still give nearly equal values of $d'$.

Q: So why does sharing work so well for similar models?

A: Because both depths are functions of the same numbers, and a small change of model then makes a small change of depth. Suppose $Z(\delta)$ has a mean-square derivative $Z'$ at $\delta=0$:

$$
Z(\delta)-Z(0)=\delta Z'+r,\qquad \frac{\mathbb E[r^2]}{\delta^2}\to0 .
$$

Then $D=-\delta Z'-r$. The cross term $2\delta\operatorname{Cov}(Z',r)$ is at most $2\delta\,[\operatorname{Var}Z'\;\mathbb E\,r^2]^{1/2}$ in size, which is smaller than order $\delta^2$. Thus

$$
\mathbb E D\simeq-\delta\,\mathbb E Z',\qquad
\operatorname{Var}D\simeq\delta^2\operatorname{Var}Z',\qquad
G\simeq\frac{2\sigma^2}{\delta^2\operatorname{Var}Z'} .
$$

With sharing, signal and noise shrink together, so the number of histories for a given relative precision tends to a constant, if $\mathbb E Z'\neq0$. With independent streams the noise stays near $2\sigma^2$ and the number grows as $\delta^{-2}$.

The condition can fail. If a change $\delta$ makes the output jump by a fixed $J$ with probability $c\delta$, those events contribute about $c\delta J^2$ to the variance, which is linear in $\delta$. A score that records whether an ion has escaped can behave in this way. Sharing still helps there, but less.

Q: What does it give for a real implant energy?

A: Take boron at 5 keV entering pre-amorphised silicon, with $N=50\ \mathrm{nm^{-3}}$, $L=0.271$ nm, $E_c=50$ eV and $\delta=0.10$. At the start, nuclear stopping is 91.9 eV/nm and electronic stopping in model A is 46.0 eV/nm. With 1500 pairs the mean depths are 22.45 nm for A and 22.12 nm for B. Their spreads are 13.58 and 13.18 nm. Each mean carries a standard error of about 0.35 nm; with about 10000 pairs the depth of A is 22.0 nm.

The paired difference is $0.330\pm0.022$ nm, where the uncertainty is one standard error. Independent streams give $0.59\pm0.50$ nm: the two results agree, but the second cannot even establish the sign. From the spreads,

$$
\sigma_A^2+\sigma_B^2\approx184.4+173.7=358.1\ \mathrm{nm^2},
$$

while the spread of $D$ is 0.87 nm. Before rounding, this gives $\operatorname{Var}D\approx0.755\ \mathrm{nm^2}$ and $G\approx475$. Other samples of 1500 pairs give gains between about 440 and 500, and about 10000 pairs give a difference of $0.355\pm0.008$ nm. For a standard error of 5% of the difference, one needs $(0.87/0.0165)^2\approx2800$ pairs, against about 1.3 million with independent streams.

The correlation is 0.9983, for which $1/(1-\rho)$ would be about 600. The gain is lower because the spreads differ:

$$
\operatorname{Var}D=(\sigma_A-\sigma_B)^2+2\sigma_A\sigma_B(1-\rho).
$$

The first term is $0.40^2=0.16\ \mathrm{nm^2}$, and no increase of $\rho$ can remove it.

Q: Does the gain follow your inverse-square law?

A: For very small changes, yes, in this sample. Between $\delta=10^{-6}$ and $10^{-5}$ the variance rises with the power 2.000. This shows that the sampled tracks vary smoothly; 1500 pairs cannot rule out rare jumps. For changes of 2%, 10% and 20% the spread of $D$ is 0.22, 0.87 and 1.53 nm, and the gain is about 7700, 475 and 149. From 2% to 10% the variance grows with the power $2\ln(0.87/0.22)/\ln5\approx1.7$, below two. Changes of this size are therefore outside the limit in which the law was derived; these figures do not isolate the cause.

Q: Now suppose that the streams fall out of step halfway. The first half was shared. Should I not keep about half the benefit?

A: You keep much of the correlation but little of the gain. Consider the cleanest case: both ions share their numbers through collision $k$, and afterwards B receives fresh ones. Let $F_k$ denote the shared past, and let $m_A=\mathbb E[Z_A|F_k]$ and $m_B=\mathbb E[Z_B|F_k]$. Given that past, the futures are independent, so $\mathbb E[Z_AZ_B|F_k]=m_Am_B$. Averaging over the past and subtracting the product of means gives

$$
\operatorname{Cov}(Z_A,Z_B)=\mathbb E[m_Am_B]-\mathbb E[m_A]\,\mathbb E[m_B]
=\operatorname{Cov}(m_A,m_B).
$$

What the past has already decided can cancel; what the future will decide cannot. For two identical models $m_A=m_B=m$, and $\sigma^2=\operatorname{Var}m+\mathbb E\operatorname{Var}(Z|F_k)$. Therefore

$$
1-\rho=\frac{\mathbb E\operatorname{Var}(Z|F_k)}{\sigma^2},\qquad
G=\frac{\sigma^2}{\mathbb E\operatorname{Var}(Z|F_k)} .
$$

The gain is limited by the undecided part of the depth, however small that part looks beside the whole.

In the example an ion of model A makes 152 collisions on average. With fresh numbers after 25, 75 and 125 collisions, the correlations are 0.24, 0.70 and 0.91, and the gains are 1.3, 3.3 and 11. Even the last case has lost most of the original factor of 475. As a check on the covariance formula, I averaged four futures per model for each of 375 shared pasts of 75 collisions. The covariance of these averages, divided by $\sigma_A\sigma_B$, was 0.66, against 0.70 from single pairs; the test allowed a difference of 0.15.

Q: But my code does not switch to fresh numbers. Both runs have the same seed. What goes wrong there?

A: If one continuous stream serves the whole run, each history begins where the last one ended. Model B stops its ions sooner, after 148 collisions on average instead of 152. The first ions are aligned. The second ion of B usually starts earlier in the stream than the second ion of A. The same numbers are still used, but by ions at different stages of their lives.

Let $m_{A,j}$ and $m_{B,j}$ now be the collision counts of the $j$th ions. Before pair $h$ the lag, in collisions, is

$$
\ell_h=\sum_{j=1}^{h-1}(m_{A,j}-m_{B,j}),\qquad
\mathbb E\,\ell_h=(h-1)(\mathbb E m_A-\mathbb E m_B).
$$

The expectation holds because each new ion starts on numbers that its own model has not yet read, so every life has its usual law. A difference in mean consumption therefore makes the expected lag grow steadily.

Q: Why is a lag harmful, if most of the numbers are still shared?

A: When A starts, B has already lost energy and turned. The same $u$ then gives a different deflection, because $x$ depends on $E$, and the same turn acts on a different direction.

The directional part can be seen by setting the energy difference aside. Let A start along the depth axis while B already makes an angle $\alpha$ with it. Subsequent shared collisions apply the same rotation to both triads. If $g_1,g_2,g_3$ are the coefficients that give the later depth component of motion, then

$$
d_A=g_1,\qquad d_B=g_1\cos\alpha+g_2e_B+g_3f_B .
$$

The first shared azimuth is uniform. It rotates $(g_2,g_3)$ without changing $g_1$, so $\mathbb E[g_1g_2]=\mathbb E[g_1g_3]=0$ and

$$
\mathbb E[d_Ad_B\,|\,\alpha]=\cos\alpha\;\mathbb E[g_1^2].
$$

At $\alpha=0$ the common turns are fully useful. At $\alpha=90^\circ$ this contribution vanishes. The energy mismatch comes in addition. Once the lag is so long that two ions read no number in common, they are independent.

Keeping $\delta=0.10$ and starting A later by a chosen lag gives:

| Lag, collisions | Correlation | Gain |
|---:|---:|---:|
| 0 | 0.998 | 475 |
| 4 | 0.951 | 20 |
| 16 | 0.832 | 6.0 |
| 64 | 0.359 | 1.6 |
| 128 | 0.084 | 1.1 |

A lag of four collisions costs less than 5% of the correlation, but $1-\rho$ rises from about 0.002 to 0.049. That is why the gain collapses so early.

Q: Does the continuous stream show this decline?

A: Yes. I used 500 runs of 12 successive ions per model. At pairs 2, 4, 8 and 12 the mean absolute lag was 3.4, 13, 24 and 38 collisions, and the correlation was 0.93, 0.87, 0.68 and 0.64. Averaging the fixed-lag correlations over the lags that occurred predicts 0.96, 0.87, 0.79 and 0.71. The trend is right, but the forecast is too high for three of these pairs. It interpolates between measured lags, uses only lags in which A starts later, and ignores that the lag itself depends on numbers which the trailing ion has yet to read. The sampling error of 500 runs also contributes, and I have not separated these causes.

The gain for the whole 12-ion run is 6.7. It must be found from the scatter between runs, because different pairs in one run are no longer independent. For $h<h'$,

$$
\operatorname{Cov}(D_h,D_{h'})=
-\operatorname{Cov}(Z_{A,h},Z_{B,h'})-\operatorname{Cov}(Z_{B,h},Z_{A,h'}).
$$

The A–A and B–B terms vanish, since successive ions of one model read separate numbers. The mixed terms need not vanish: the end of one ion's life may share numbers with the start of another's in the other model. Here the true run variance is 0.76 times the value obtained by treating the pairs as independent. The usual error bar would be too large in this case; the formula does not fix that sign for other problems.

Q: I could restart the stream for every ion. Would that settle it?

A: It removes the lag carried from ion to ion. A slip can still occur within a life. Suppose that the code draws an extra number whenever a recoil receives more than $E_d=15$ eV. Write $x=1/(1+bEu)$, where $b=\varepsilon p_{\max}^2/(\lambda a^2E)$ is constant. The condition $\gamma Ex^2>E_d$ becomes

$$
1+bEu<\sqrt{\frac{\gamma E}{E_d}}
\quad\Longrightarrow\quad
u<u_c(E)=\frac{\sqrt{\gamma E/E_d}-1}{bE},
$$

for $\gamma E>E_d$. Two aligned ions with energies $E_A$ and $E_B$ decide differently when $u$ falls between their thresholds. Where both thresholds lie between 0 and 1, that has probability $|u_c(E_A)-u_c(E_B)|$ per collision. One ion then skips a number that the other will use.

Q: Is everything after that first slip effectively independent?

A: No. It depends on where and how the numbers are read next. A permanent offset of one number is severe: what was an impact area for one ion becomes an azimuth for the other. In the example this leaves a correlation of 0.03 and a gain of 1.03. The sampling error of a zero correlation with 1500 pairs is about $1/\sqrt{1500}=0.026$, so the remainder is not distinguishable from zero.

The extra recoil draws do not keep the offset fixed. Later draws can bring both readers to the same place in the stream, where they again give the same numbers the same jobs. Their energies and directions may still differ. With one extra number per displaced recoil the gain is 27; with two, which preserve the roles, it is 35. Both are far below 475 and far above one. The moderate difference between them comes from one set of streams, so I would not treat its size as a general rule.

Q: How should I arrange the streams, then?

A: Give every number an address made of the ion, the collision and the purpose: impact area or azimuth. Both models read the same address for the same decision. If one ion stops early, its remaining addresses stay unused. Give recoils separate streams, so that a longer cascade cannot shift the primary ion. Use new, independent addresses for each pair; then the scatter of the $D_i$ gives a valid standard error.

This preserves the pairing of numbers, not the equality of states. A larger model change lets the depths differ more: at 20% the spread of $D$ is 1.53 nm, though the gain is still about 149.

Q: How far can I trust the 0.33 nm for my wafer?

A: As a difference within this model, not as a calibrated shift of an implant profile. An energy of 5 keV is in the regime of shallow boron implants, and a depth of roughly 20 nm is reasonable for it. Pre-amorphisation removes the crystal channels; in crystalline silicon they would break the model, and I have not sized that error. The calculation also has no surface. About 5% of the tracks cross the entrance plane, and among ions that never cross it the difference is 0.40 nm. The size of this rise is poorly fixed: samples of about 10000 pairs give between 0.04 and 0.07 nm, with a standard error near 0.012 nm. Scaling the nuclear scattering strength by 0.91, the energy-averaged ratio of the universal nuclear stopping to that of the full power law without the limit $p_{\max}$, moves the depth of A to 24.3 nm and the difference to 0.43 nm. The size of this rise is poorly fixed by 1500 pairs: with ten times as many it is about 0.05 nm, or 15%. Both rises exceed the paired statistical error. The scaling is only a proxy, however, and it overstates the change of depth. With deflections computed from the universal potential itself, the depth of A is about 22.9 nm and the difference $0.370\pm0.013$ nm, against 22.0 nm and $0.355\pm0.008$ nm for the power law in larger samples; that change of the difference is not resolved. Halving the flight length $L$ gives no resolved change: any shift of the mean depth or of the difference is within the sampling errors of the 1500-pair run, 0.35 and 0.022 nm. Lowering the cutoff $E_c$ to 20 eV shifts either value by less than 0.02 nm.

Electronic energy loss was also treated as smooth. For independent encounters with free electrons, each transferring at most $T_m$, the variance of the loss is at most $T_m$ times the mean loss, hence at most $T_mE_0$, where $E_0$ is the initial energy. With $T_m\approx8$ eV at silicon's valence density, the energy spread is below about 200 eV. Divided by the initial total stopping of 138 eV/nm, this corresponds to roughly 1.5 nm. Added in quadrature to 13.6 nm it hardly changes the depth spread. But suppose that the two models drew this fluctuation independently. With the energy spread at its bound, the same rough conversion would add about $2(1.46)^2\approx4.3\ \mathrm{nm^2}$ to $\operatorname{Var}D$, and the gain would fall from 475 to about $358/(0.755+4.3)\approx70$. The actual energy spread is smaller, because only part of $E_0$ goes to electrons, so this is a rough, pessimistic estimate. When the loss is drawn in each model as independent encounters of 8 eV, $\operatorname{Var}D$ rises to about $1.5\ \mathrm{nm^2}$ and the gain falls to about 230. Still, an effect that is negligible for one profile can matter for the noise of a difference, and its random numbers need addresses too. The full values are in the numerical output below.

## Table of computed values

```
B energy 5 keV; cutoff 50 eV
Si density 50 nm^-3; flight 0.2714 nm
nuclear stopping at start 91.9 eV/nm
electronic stopping at start 46.0 eV/nm
paired histories 1500; model change 10 %
mean collisions A 151.6, B 147.8
mean depth A 22.45, B 22.12 nm
depth spread A 13.58, B 13.18 nm
mean path A 41.15; slowing-down path 41.54 nm
range difference A-B 0.330 nm
paired standard error 0.022 nm
independent difference 0.594 nm
independent standard error 0.495 nm
synchronised correlation 0.9983; gain 474.6
histories for 5% error, paired 2777
histories for 5% error, independent 1317671
small-change variance power 2.000
change 2%: difference 0.065 nm, spread 0.22 nm, gain 7687.5
change 10%: difference 0.330 nm, spread 0.87 nm, gain 474.6
change 20%: difference 0.679 nm, spread 1.53 nm, gain 149.1
fresh after 25 collisions: corr 0.241, gain 1.32
fresh after 75 collisions: corr 0.702, gain 3.34
fresh after 125 collisions: corr 0.912, gain 11.15
nested-mean correlation at 75 collisions 0.660
lag 0 collisions: corr 0.998, gain 474.59
lag 4 collisions: corr 0.951, gain 20.33
lag 8 collisions: corr 0.899, gain 9.87
lag 16 collisions: corr 0.832, gain 5.95
lag 32 collisions: corr 0.650, gain 2.85
lag 64 collisions: corr 0.359, gain 1.56
lag 128 collisions: corr 0.084, gain 1.09
one-number offset: corr 0.029, gain 1.03
recoil draws 1: gain 26.56, unequal counts 68.7%
recoil draws 2: gain 34.59, unequal counts 67.5%
continuous streams 500; histories per run 12
run pair 1: mean lag 0.0 collisions, corr 0.998, lag forecast 0.998
run pair 2: mean lag 3.4 collisions, corr 0.926, lag forecast 0.959
run pair 4: mean lag 13.0 collisions, corr 0.865, lag forecast 0.868
run pair 8: mean lag 24.4 collisions, corr 0.684, lag forecast 0.790
run pair 12: mean lag 37.6 collisions, corr 0.641, lag forecast 0.711
whole-run gain 6.72
run variance / independent-pair estimate 0.759
surface crossing A 4.8%, B 4.6%
difference for ions never crossing 0.404 nm
universal/model nuclear stopping ratio 0.910
with this ratio: depth A 24.26, difference 0.430 nm
electronic straggling bound 201 eV, about 1.46 nm
```
